# Reconstructing a One-Gap Crystal from Its Three Band Edges: a numerical check

```python
"""
Result under test: for H = -d^2/dx^2 + V(x), V periodic, with spectrum
[E0,E1] and [E2,infinity), the potential is, up to translation,
    V(x) = E0 + E1 - E2 + 2 (E2-E1) sn^2(kappa x | m),
    kappa^2 = E2-E0,  m = (E2-E1)/(E2-E0),  period a = 2 K(m)/kappa.
For edges 0, 0.5, 1: V = sn^2(x | m=0.5) - 0.5.
Symbols: mu(x) = Dirichlet level in the open gap for the cell [x, x+a];
s(x,E) = value at x+a of the solution with y(x)=0, y'(x)=1;
Delta(E) = trace of the transfer matrix over one period.
Units: length L, energy 1/L^2 (hbar^2/2m = 1).
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.special import ellipj, ellipk, ellipkinc


def crystal(edges):
    """Derived formulas: potential, gap level mu, period, m, kappa."""
    e0, e1, e2 = edges
    kappa = np.sqrt(e2 - e0)
    m = (e2 - e1) / (e2 - e0)

    def potential(x):
        return e0 + e1 - e2 + 2 * (e2 - e1) * ellipj(kappa * x, m)[0]**2

    def gap_level(x):
        return e2 - (e2 - e1) * ellipj(kappa * x, m)[0]**2

    return potential, gap_level, 2 * ellipk(m) / kappa, m, kappa


def fourier(potential, a, n=256):
    return np.fft.fft(potential(np.arange(n) * a / n)) / n


def bloch_levels(potential, a, phase, nmax=20):
    """Plane-wave diagonalization at a given Bloch phase."""
    c = fourier(potential, a)
    j = np.arange(-nmax, nmax + 1)
    h = c[(j[:, None] - j[None, :]) % len(c)]
    h = h + np.diag(((2 * np.pi * j + phase) / a)**2)
    return np.linalg.eigvalsh(h)


def band_edges(potential, a):
    """Lowest edge, then lower and upper edges of gaps 1, 2, 3."""
    p = bloch_levels(potential, a, 0.0)
    q = bloch_levels(potential, a, np.pi)
    return np.array([p[0], q[0], q[1], p[1], p[2], q[2], q[3]])


def transfer(potential, a, x0, energy):
    """Return Delta and s by direct integration over one period."""
    def rhs(x, y):
        f = potential(x) - energy
        return [y[1], f * y[0], y[3], f * y[2]]
    y = solve_ivp(rhs, (x0, x0 + a), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
    return y[0] + y[3], y[2]


def dirichlet_level(potential, a, x0, n=32):
    """Lowest level with hard walls at x0 and x0+a (Chebyshev points)."""
    t = np.cos(np.pi * np.arange(n + 1) / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2
    c *= (-1.0)**np.arange(n + 1)
    d = np.outer(c, 1 / c) / (t[:, None] - t[None, :] + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    d2 = (d @ d)[1:-1, 1:-1] * (2 / a)**2
    x = x0 + a * (t[1:-1] + 1) / 2
    return np.min(np.linalg.eigvals(-d2 + np.diag(potential(x))).real)


# Symbolic test of the identity for a product of two solutions
X, E = sp.symbols("X E")
U = sp.Function("U")(X)
f1, f2 = sp.Function("f1")(X), sp.Function("f2")(X)
phi = f1 * f2
wronskian = f1 * f2.diff(X) - f1.diff(X) * f2
identity = (phi.diff(X)**2 - 2 * phi * phi.diff(X, 2)
            + 4 * (U - E) * phi**2 - wronskian**2)
identity = identity.subs({f1.diff(X, 2): (U - E) * f1,
                          f2.diff(X, 2): (U - E) * f2})
assert sp.expand(identity) == 0

# Symbolic test: the three relations for mu satisfy it at every energy
M, A0, A1, A2 = sp.symbols("M A0 A1 A2")
s1, s2 = A0 + A1 + A2, A0 * A1 + A0 * A2 + A1 * A2
mu_second = -6 * M**2 + 4 * s1 * M - 2 * s2
mu_first_sq = 4 * (M - A0) * (M - A1) * (A2 - M)
left = (mu_first_sq + 2 * (E - M) * mu_second
        + 4 * (s1 - 2 * M - E) * (E - M)**2)
assert sp.expand(left + 4 * (E - A0) * (E - A1) * (E - A2)) == 0

target = (0.0, 0.5, 1.0)
for edges in (target, (0.2, 0.9, 2.3)):
    e0, e1, e2 = edges
    V, mu, a, m, kappa = crystal(edges)
    total = sum(edges)
    pairs = e0 * e1 + e0 * e2 + e1 * e2

    # Spectrum from diagonalization: prescribed edges, higher gaps closed
    found = band_edges(V, a)
    assert np.allclose(found[:3], edges, atol=1e-9)
    assert abs(found[4] - found[3]) < 1e-9
    assert abs(found[6] - found[5]) < 1e-9

    # Period from the travel time of mu across the gap and back
    period_quad = quad(lambda z: 1 / np.sqrt(z - e0), e1, e2,
                       weight="alg", wvar=(-0.5, -0.5))[0]
    assert abs(period_quad - a) < 1e-8

    # Gap level from its definition, and the relation V = sum - 2 mu
    for x0 in (0.0, 0.17 * a, 0.5 * a, 0.8 * a):
        level = dirichlet_level(V, a, x0)
        assert abs(level - mu(x0)) < 1e-7
        assert abs(total - 2 * level - V(x0)) < 2e-7

    # Ratio s^2/(Delta^2-4) below, inside and above the bands and gap
    x0 = 0.17 * a
    for en in (e0 - 0.7, (e0 + e1) / 2, (e1 + e2) / 2, e2 + 0.6):
        delta, s = transfer(V, a, x0, en)
        formula = -(en - mu(x0))**2 / (
            4 * (en - e0) * (en - e1) * (en - e2))
        assert abs(s**2 / (delta**2 - 4) / formula - 1) < 1e-6

    # Any allowed start of the mu equation gives a translated copy
    start = e1 + 0.4 * (e2 - e1)
    speed = np.sqrt(4 * (start - e0) * (start - e1) * (e2 - start))
    shift = ellipkinc(np.arcsin(np.sqrt((e2 - start) / (e2 - e1))),
                      m) / kappa
    xs = np.linspace(0, a, 21)
    for sign in (-1, 1):
        sol = solve_ivp(lambda x, y: [y[1], -6 * y[0]**2
                                      + 4 * total * y[0] - 2 * pairs],
                        (0, a), [start, sign * speed], t_eval=xs,
                        method="DOP853", rtol=1e-11, atol=1e-13)
        rebuilt = total - 2 * sol.y[0]
        assert np.max(np.abs(rebuilt - V(xs - sign * shift))) < 1e-7

# Worked example
e0, e1, e2 = target
V, mu, a, m, kappa = crystal(target)
xs = np.linspace(0, a, 50)
assert np.allclose(V(xs), ellipj(xs, 0.5)[0]**2 - 0.5, atol=1e-12)
found = band_edges(V, a)

# Edge functions: residual by Fourier differentiation, nodes per period
npts = 128
grid = np.arange(npts) * 2 * a / npts
wave = 2 * np.pi * np.fft.fftfreq(npts, 2 * a / npts)
cell = np.linspace(0.1, 0.1 + a, 1000)
nodes = []
for index, en in ((2, e0), (1, e1), (0, e2)):
    psi = ellipj(grid, m)[index]
    kinetic = np.fft.ifft(wave**2 * np.fft.fft(psi)).real
    assert np.max(np.abs(kinetic + (V(grid) - en) * psi)) < 1e-9
    signs = np.sign(ellipj(cell, m)[index])
    nodes.append(int(np.sum(signs[1:] != signs[:-1])))
assert nodes == [0, 1, 1]

# Bloch phase from the closed formula against the transfer matrix
phases = []
fine = np.arange(400) * a / 400
for en in (0.25, 2.0):
    root = np.sqrt((en - e0) * (en - e1) * (en - e2))
    phase = a * np.mean(root / np.abs(en - mu(fine)))
    delta = transfer(V, a, 0.0, en)[0]
    assert abs(2 * np.cos(phase) - delta) < 1e-7
    phases.append((en, phase, delta))

# Contrast 1: mean and first harmonic only
c = fourier(V, a).real


def cosine(x):
    return c[0] + 2 * c[1] * np.cos(2 * np.pi * x / a)


cos_edges = band_edges(cosine, a)
cos_gap2 = cos_edges[4] - cos_edges[3]
cos_miss = max(abs(cos_edges[:3].sum() - 2 * dirichlet_level(cosine, a, x)
                   - cosine(x)) for x in np.arange(8) * a / 8)
assert cos_gap2 > 1e-3 and cos_miss > 1e-3

# Energy derivative of Delta, tested on this many-gap crystal
en, h = 0.3, 1e-3
slope = (transfer(cosine, a, 0, en + h)[0]
         - transfer(cosine, a, 0, en - h)[0]) / (2 * h)
s_mean = np.mean([transfer(cosine, a, x, en)[1]
                  for x in np.arange(16) * a / 16])
assert abs(slope + a * s_mean) < 1e-5

# Contrast 2: 0.5 misread as the modulus k, so that m = 0.25
a_wrong = 2 * ellipk(0.25)
wrong = band_edges(lambda x: ellipj(x, 0.25)[0]**2 - 0.5, a_wrong)
assert np.max(np.abs(wrong[:3] - target)) > 0.01

print("Units: length L, energy 1/L^2 (hbar^2/2m = 1)")
print(f"prescribed edges: {e0:.3f}, {e1:.3f}, {e2:.3f} 1/L^2")
print(f"parameter m = {m:.4f} (pure number)")
print(f"modulus k = sqrt(m) = {np.sqrt(m):.4f} (pure number)")
print(f"kappa = {kappa:.4f} 1/L")
print(f"K(m) = {ellipk(m):.6f} (pure number)")
print(f"period 2K/kappa = {a:.6f} L")
period_quad = quad(lambda z: 1 / np.sqrt(z - e0), e1, e2,
                   weight="alg", wvar=(-0.5, -0.5))[0]
print(f"period from gap integral = {period_quad:.6f} L")
print(f"mean of V = {c[0]:.6f} 1/L^2")
for frac in (0, 0.25, 0.5, 0.75):
    x0 = frac * a
    print(f"x = {x0:.4f} L: Dirichlet mu = "
          f"{dirichlet_level(V, a, x0):.6f}, V = {V(x0):.6f} 1/L^2")
print("edges by diagonalization: "
      + ", ".join(f"{abs(v):.6f}" for v in found[:3]) + " 1/L^2")
print(f"second gap: at {found[3]:.5f}, closed to "
      f"{abs(found[4] - found[3]):.0e} 1/L^2")
print(f"third gap: at {found[5]:.5f}, closed to "
      f"{abs(found[6] - found[5]):.0e} 1/L^2")
print(f"nodes per period of dn, cn, sn: {nodes}")
for en, phase, delta in phases:
    print(f"E = {en:.2f} 1/L^2: Bloch phase = {phase:.5f} rad, "
          f"Delta = {delta:.5f}")
print(f"first-harmonic crystal: amplitude {2 * c[1]:.5f} 1/L^2")
print("  its first three edges: "
      + ", ".join(f"{v:.5f}" for v in cos_edges[:3]) + " 1/L^2")
print(f"  its second gap = {cos_gap2:.5f} 1/L^2")
print(f"  largest miss of V = sum - 2 mu: {cos_miss:.5f} 1/L^2")
print(f"0.5 misread as modulus: period = {a_wrong:.5f} L")
print("  its first three edges: "
      + ", ".join(f"{v:.5f}" for v in wrong[:3]) + " 1/L^2")
print("OK")
```

Output:

```
Units: length L, energy 1/L^2 (hbar^2/2m = 1)
prescribed edges: 0.000, 0.500, 1.000 1/L^2
parameter m = 0.5000 (pure number)
modulus k = sqrt(m) = 0.7071 (pure number)
kappa = 1.0000 1/L
K(m) = 1.854075 (pure number)
period 2K/kappa = 3.708149 L
period from gap integral = 3.708149 L
mean of V = 0.043053 1/L^2
x = 0.0000 L: Dirichlet mu = 1.000000, V = -0.500000 1/L^2
x = 0.9270 L: Dirichlet mu = 0.707107, V = 0.085786 1/L^2
x = 1.8541 L: Dirichlet mu = 0.500000, V = 0.500000 1/L^2
x = 2.7811 L: Dirichlet mu = 0.707107, V = 0.085786 1/L^2
edges by diagonalization: 0.000000, 0.500000, 1.000000 1/L^2
second gap: at 2.92844, closed to 7e-14 1/L^2
third gap: at 6.50839, closed to 2e-13 1/L^2
nodes per period of dn, cn, sn: [0, 1, 1]
E = 0.25 1/L^2: Bloch phase = 1.94270 rad, Delta = -0.72678
E = 2.00 1/L^2: Bloch phase = 5.15405 rad, Delta = 0.85489
first-harmonic crystal: amplitude -0.49721 1/L^2
  its first three edges: 0.00055, 0.50191, 0.99819 1/L^2
  its second gap = 0.04249 1/L^2
  largest miss of V = sum - 2 mu: 0.04343 1/L^2
0.5 misread as modulus: period = 3.37150 L
  its first three edges: -0.01779, 0.62716, 1.12732 1/L^2
OK
```
